**Six point charges and the octahedral splitting of a d shell**

Six charges −Ze at distance a on the cubic axes split a d shell by 10Dq = 5Ze²⟨r⁴⟩/(3a⁵), with e_g at +6Dq and t2g at −4Dq about the shell's mean energy. Here e is the elementary charge in Gaussian units, r is the electron's distance from the nucleus, and the average is over the radial density of a shell inside r < a. The program asserts the expansion of the potential by symbolic algebra and the angular matrix elements by quadrature on the sphere. It then computes the 3d shell of free Fe³⁺ by restricted open-shell Hartree–Fock and diagonalizes the unexpanded potential of the six charges in it. For Z = 1 and a = 2 Å, the formula gives 0.1625 eV and the diagonalization 0.1613 eV. The program also asserts the corrected radial factor for a shell with a tail, at three distances. Six charges in irregular directions leave the mean shift unchanged but remove the 3 + 2 level pattern.

## Program and output

```python
"""
Result under test: six charges -Z e at distance a on the cubic axes split a
d shell into e_g (+6Dq) and t2g (-4Dq) about its mean, with
    10Dq = 5 Z e^2 <r^4> / (3 a^5)     for a shell inside r < a.
For a shell with a tail, <r^4>/a^5 becomes the mean of r_<^4/r_>^5, where
r_< and r_> are the smaller and larger of r and a.
Symbols: e = elementary charge (Gaussian units), r = electron radius,
Z = ligand charge number, <...> = average over the radial density.
Internally lengths are in bohr and energies in hartree, so e^2 = 1.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants, c, h, e as coulomb_charge
from pyscf import gto, scf, lib

lib.num_threads(1)
BOHR = physical_constants["Bohr radius"][0] * 1e10
HARTREE = physical_constants["Hartree energy in eV"][0]
EV_TO_CM = coulomb_charge / (h * c) / 100.0

# Taylor expansion of the exact inverse distances, with a = 1 and r -> t r.
x, y, z, t = sp.symbols("x y z t", real=True)
r2 = x**2 + y**2 + z**2
total = 0
for s in (x, -x, y, -y, z, -z):
    w = -2 * s * t + r2 * t**2
    total += sum(sp.binomial(sp.Rational(-1, 2), k) * w**k for k in range(7))
series = sp.Poly(sp.expand(total), t)
orders = [sp.expand(series.coeff_monomial(t**k)) for k in range(7)]
quartic = sp.Rational(35, 4) * (x**4 + y**4 + z**4 - sp.Rational(3, 5) * r2**2)
assert orders[0] == 6
assert all(orders[k] == 0 for k in (1, 2, 3, 5))
assert sp.expand(orders[4] - quartic) == 0
assert orders[6] != 0
axis = orders[4].subs({x: 1, y: 0, z: 0})
half = 1 / sp.sqrt(2)
third = 1 / sp.sqrt(3)
face = sp.simplify(orders[4].subs({x: half, y: half, z: 0}))
body = sp.simplify(orders[4].subs({x: third, y: third, z: third}))
assert (axis, face, body) == (sp.Rational(7, 2), -sp.Rational(7, 8), -sp.Rational(7, 3))

# Sphere quadrature, exact for the polynomial degrees used here.
cosines, cos_weights = np.polynomial.legendre.leggauss(12)
phis = 2 * np.pi * np.arange(24) / 24
cc, pp = np.meshgrid(cosines, phis, indexing="ij")
sphere_w = (np.repeat(cos_weights[:, None], 24, axis=1) / 48).ravel()
sx = (np.sqrt(1 - cc**2) * np.cos(pp)).ravel()
sy = (np.sqrt(1 - cc**2) * np.sin(pp)).ravel()
sz = cc.ravel()


def odd_factorial(n):
    return float(np.prod(np.arange(1, n + 1, 2)))


for p in range(5):
    for q in range(5 - p):
        for s in range(5 - p - q):
            numeric = sphere_w @ (sx**(2*p) * sy**(2*q) * sz**(2*s))
            formula = (odd_factorial(2*p - 1) * odd_factorial(2*q - 1)
                       * odd_factorial(2*s - 1) / odd_factorial(2*(p+q+s) + 1))
            assert abs(numeric - formula) < 1e-12

# Real d functions, each with unit mean square on the sphere.
d_functions = np.array([
    np.sqrt(15) * sx * sy, np.sqrt(15) * sy * sz, np.sqrt(15) * sz * sx,
    np.sqrt(15) / 2 * (sx**2 - sy**2), np.sqrt(5) / 2 * (3 * sz**2 - 1)])


def d_matrix(values):
    return (d_functions * (sphere_w * values)) @ d_functions.T


assert np.allclose(d_matrix(np.ones_like(sx)), np.eye(5), atol=1e-12)
assert np.allclose((d_functions**2).sum(axis=0), 5.0, atol=1e-12)
order4 = sp.lambdify((x, y, z), orders[4], "numpy")(sx, sy, sz)
order6 = sp.lambdify((x, y, z), orders[6], "numpy")(sx, sy, sz)
matrix4 = d_matrix(order4)
assert np.allclose(matrix4, np.diag([-2/3, -2/3, -2/3, 1, 1]), atol=1e-11)
assert np.allclose(d_matrix(order6), 0, atol=1e-11)
assert np.max(np.abs(order6)) > 0.1
assert abs(sphere_w @ order4) < 1e-12 and abs(sphere_w @ order6) < 1e-12
quartic_sum = d_matrix(sx**4 + sy**4 + sz**4)
assert abs(quartic_sum[0, 0] - 11/21) < 1e-12
assert abs(quartic_sum[3, 3] - 5/7) < 1e-12


class FreeIon:
    """Fe3+ high-spin d5 ion and the radial density of its 3d shell."""

    def __init__(self, basis):
        self.mol = gto.M(atom="Fe 0 0 0", charge=3, spin=5, basis=basis,
                         verbose=0)
        solver = scf.ROHF(self.mol)
        solver.conv_tol = 1e-9
        solver.conv_tol_grad = 1e-6
        solver.max_cycle = 100
        self.energy = solver.kernel()
        assert solver.converged
        self.shell = solver.mo_coeff[:, solver.mo_occ == 1]
        assert self.shell.shape[1] == 5
        self.overlap = self.mol.intor("int1e_ovlp")
        self.labels = self.mol.ao_labels(fmt=None)
        is_d = np.array(["d" in label[2] for label in self.labels])
        weights = self.shell * (self.overlap @ self.shell)
        assert np.allclose(weights[is_d].sum(axis=0), 1, atol=1e-6)

    def radial_mean(self, function, split=3.0):
        """Average over the 3d radial density; split is a grid boundary."""
        edges = sorted({0.0, 0.3, 0.8, 1.5, 3.0, 6.0, 12.0, 25.0, float(split)})
        nodes, weights = np.polynomial.legendre.leggauss(50)
        radii, steps = [], []
        for left, right in zip(edges[:-1], edges[1:]):
            radii.append((right - left) / 2 * nodes + (right + left) / 2)
            steps.append((right - left) / 2 * weights)
        radii, steps = np.concatenate(radii), np.concatenate(steps)
        direction = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
        orbitals = self.mol.eval_gto("GTOval_sph", radii[:, None] * direction)
        density = ((orbitals @ self.shell)**2).sum(axis=1) / 5
        return float(np.sum(steps * 4*np.pi * radii**2 * density * function(radii)))

    def ligand_levels(self, positions):
        """Diagonalize the unexpanded potential of unit charges in the shell."""
        potential = np.zeros_like(self.overlap)
        for position in positions:
            with self.mol.with_rinv_origin(position):
                potential += self.mol.intor("int1e_rinv")
        return np.linalg.eigh(self.shell.T @ potential @ self.shell)


ion = FreeIon("def2-qzvp")
check_ion = FreeIon("def2-tzvp")
assert abs(ion.radial_mean(np.ones_like) - 1) < 1e-6
r4 = ion.radial_mean(lambda r: r**4)
r4_check = check_ion.radial_mean(lambda r: r**4)
assert abs(r4_check / r4 - 1) < 0.05  # finite-basis sensitivity of the tail

octahedron = np.vstack([np.eye(3), -np.eye(3)])
Z = 1
distances = [1.2, 2.0, 3.0]
rows = []
for distance in distances:
    a = distance / BOHR
    levels, vectors = ion.ligand_levels(a * octahedron)
    levels = Z * levels
    mean = levels.mean()
    gap = levels[3:].mean() - levels[:3].mean()
    radial4 = ion.radial_mean(
        lambda r: np.minimum(r, a)**4 / np.maximum(r, a)**5, a)
    radial0 = ion.radial_mean(lambda r: 1 / np.maximum(r, a), a)
    reduced = ion.radial_mean(
        lambda r: r**4 / a**5 * np.minimum(1, a / r)**9, a)
    simple_gap = 5 * Z * r4 / (3 * a**5)
    assert abs(gap / (5 * Z * radial4 / 3) - 1) < 1e-5
    assert abs(reduced / radial4 - 1) < 1e-10
    assert abs(mean / (6 * Z * radial0) - 1) < 1e-7
    assert np.allclose((levels - mean) / gap,
                       [-0.4, -0.4, -0.4, 0.6, 0.6], atol=1e-5)
    assert gap < simple_gap
    rows.append((distance, simple_gap, gap, gap / simple_gap, mean, levels))
    if distance == 2.0:
        orbitals = ion.shell @ vectors
        weights = orbitals * (ion.overlap @ orbitals)
        is_t2g = np.array(["d" in label[2] and label[3] in ("xy", "yz", "xz")
                           for label in ion.labels])
        assert np.allclose(weights[is_t2g].sum(axis=0), [1, 1, 1, 0, 0], atol=1e-5)
assert rows[0][3] < rows[1][3] < rows[2][3]
assert abs(rows[2][3] - 1) < 0.02

# Arbitrary directions keep the mean but destroy the cubic level pattern.
a = 2.0 / BOHR
directions = np.random.default_rng(1).normal(size=(6, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
irregular = Z * ion.ligand_levels(a * directions)[0]
assert abs(irregular.mean() / rows[1][4] - 1) < 1e-7
assert np.ptp(irregular[:3]) > 1e-4

outside = ion.radial_mean(lambda r: (r > a).astype(float), a)
distance, simple_gap, gap, ratio, mean, levels = rows[1]
simple_ev = simple_gap * HARTREE
gap_ev = gap * HARTREE
relative_ev = (levels - mean) * HARTREE
print("Quartic angular factor, axis / face / body diagonal:", axis, face, body)
print(f"Element for xy, units Z e^2 <r^4>/a^5: {matrix4[0, 0]:.6f}")
print(f"Element for x2-y2, same units: {matrix4[3, 3]:.6f}")
print("Fe3+ high-spin d5, ROHF/def2-QZVP; six model charges")
print(f"Ligand charge number Z: {Z}")
print(f"Ligand distance a: {distance:.2f} angstrom")
print(f"e^2: {HARTREE * BOHR:.4f} eV angstrom")
print(f"<r^4>, def2-QZVP: {r4 * BOHR**4:.5f} angstrom^4")
print(f"<r^4>, def2-TZVP check: {r4_check * BOHR**4:.5f} angstrom^4")
print(f"Common shift 6 Z e^2/a: {6 * Z / a * HARTREE:.4f} eV")
print(f"Common shift from diagonalization: {mean * HARTREE:.4f} eV")
print(f"Dq from formula: {simple_ev / 10:.6f} eV")
print(f"10Dq from formula: {simple_ev:.5f} eV = {simple_ev * EV_TO_CM:.1f} cm^-1")
print(f"e_g level +6Dq from formula: {0.6 * simple_ev:.5f} eV")
print(f"t2g level -4Dq from formula: {-0.4 * simple_ev:.5f} eV")
print(f"10Dq from diagonalization: {gap_ev:.5f} eV = {gap_ev * EV_TO_CM:.1f} cm^-1")
print(f"e_g level from diagonalization: {relative_ev[3:].mean():.5f} eV")
print(f"t2g level from diagonalization: {relative_ev[:3].mean():.5f} eV")
print(f"Probability of a 3d electron beyond a: {outside:.3e}")
print(f"Sum of five relative levels: {abs(relative_ev.sum()):.5f} eV")
print("Effect of the tail at three distances:")
for distance, simple_gap, gap, ratio, mean, levels in rows:
    print(f"a = {distance:.1f} angstrom: formula {simple_gap * HARTREE:.5f} eV, "
          f"diagonalization {gap * HARTREE:.5f} eV, ratio {ratio:.5f}")
print("Six irregular directions, a = 2 angstrom:")
print(f"mean shift {irregular.mean() * HARTREE:.4f} eV")
print("levels about mean:",
      " ".join(f"{v:.4f}" for v in (irregular - irregular.mean()) * HARTREE), "eV")
print("done: every assertion held")
```

It prints:

```
Quartic angular factor, axis / face / body diagonal: 7/2 -7/8 -7/3
Element for xy, units Z e^2 <r^4>/a^5: -0.666667
Element for x2-y2, same units: 1.000000
Fe3+ high-spin d5, ROHF/def2-QZVP; six model charges
Ligand charge number Z: 1
Ligand distance a: 2.00 angstrom
e^2: 14.3996 eV angstrom
<r^4>, def2-QZVP: 0.21665 angstrom^4
<r^4>, def2-TZVP check: 0.22142 angstrom^4
Common shift 6 Z e^2/a: 43.1989 eV
Common shift from diagonalization: 43.1985 eV
Dq from formula: 0.016248 eV
10Dq from formula: 0.16248 eV = 1310.5 cm^-1
e_g level +6Dq from formula: 0.09749 eV
t2g level -4Dq from formula: -0.06499 eV
10Dq from diagonalization: 0.16131 eV = 1301.1 cm^-1
e_g level from diagonalization: 0.09679 eV
t2g level from diagonalization: -0.06453 eV
Probability of a 3d electron beyond a: 1.343e-04
Sum of five relative levels: 0.00000 eV
Effect of the tail at three distances:
a = 1.2 angstrom: formula 2.08951 eV, diagonalization 1.66102 eV, ratio 0.79494
a = 2.0 angstrom: formula 0.16248 eV, diagonalization 0.16131 eV, ratio 0.99282
a = 3.0 angstrom: formula 0.02140 eV, diagonalization 0.02139 eV, ratio 0.99987
Six irregular directions, a = 2 angstrom:
mean shift 43.1985 eV
levels about mean: -0.3263 -0.2197 -0.1144 0.2771 0.3833 eV
done: every assertion held
```
